# Frozen-density overlap energies of two atoms from two nuclear distances

Place a carbon atom 0.10 nm from a silicon atom, keep both electron clouds as they were in the free atoms, and add up the electrostatic energy between the charges of one atom and those of the other. The result is −10.6 eV, lower than for separated atoms. Yet the interaction energy of the same frozen atoms, in the model worked out here, is +35.2 eV. The difference comes from two terms caused by overlap of the clouds, a kinetic energy of +57.8 eV and an exchange energy of −12.1 eV:

$$-10.55+57.81-12.07=35.19\ \text{eV}.$$

The individual terms depend on the basis used for the atomic densities at the level of 0.4 eV, and the sum at the level of 0.1 eV, as stated below. Such pair energies govern how an implanted ion scatters from the atoms of a target. Both overlap terms are volume integrals over functions of two distances, one from each nucleus. They can be evaluated as two-dimensional integrals in those distances. Hartree atomic units are used in the derivations, electronvolts and nanometres in the results.

## A case that can be done by hand

Take two model atoms with one electron each and densities

$$\rho_1=\frac{e^{-r_1}}{8\pi},\qquad \rho_2=\frac{e^{-r_2}}{8\pi},$$

where $r_1,r_2$ are distances from nuclei a distance $R$ apart. Each density has norm one, since $4\pi\int_0^\infty r^2e^{-r}dr=8\pi$.

As a stand-in for an overlap energy, use the power two:

$$Q=\int[(\rho_1+\rho_2)^2-\rho_1^2-\rho_2^2]\,d^3r
=2\int\rho_1\rho_2\,d^3r=\frac{1}{32\pi^2}\int e^{-(r_1+r_2)}d^3r .$$

The last integrand depends on $r_1+r_2$ alone, which suggests using the distances as coordinates.

**The volume element.** Put nucleus 1 at the origin and nucleus 2 at $z=R$. With $s$ the distance from the axis,

$$r_1^2=s^2+z^2,\qquad r_2^2=s^2+(z-R)^2 .$$

Differentiation gives $\partial r_1/\partial s=s/r_1$, $\partial r_1/\partial z=z/r_1$, $\partial r_2/\partial s=s/r_2$ and $\partial r_2/\partial z=(z-R)/r_2$. The Jacobian determinant is therefore

$$\frac{s}{r_1}\frac{z-R}{r_2}-\frac{z}{r_1}\frac{s}{r_2}=-\frac{sR}{r_1r_2}.$$

Areas transform with its magnitude, so $s\,ds\,dz=(r_1r_2/R)\,dr_1dr_2$. The factor $s$ has cancelled. Nothing depends on the angle about the axis, whose integral supplies $2\pi$:

$$d^3r\ \to\ \frac{2\pi r_1r_2}{R}\,dr_1dr_2 .$$

**The domain.** Subtracting the two squares gives $z=(r_1^2-r_2^2+R^2)/(2R)$. A point exists if $s^2=(r_1-z)(r_1+z)\ge0$, where

$$r_1-z=\frac{r_2^2-(r_1-R)^2}{2R},\qquad r_1+z=\frac{(r_1+R)^2-r_2^2}{2R}.$$

These factors add up to $2r_1>0$, so they cannot both be negative; both must be non-negative. Hence $|r_1-R|\le r_2\le r_1+R$, which is the triangle condition and can also be written

$$|r_1-r_2|\le R\le r_1+r_2 .$$

The weight is valid together with this domain. Over the whole quadrant, the $r_2$ integral of a function of $r_1$ alone would diverge.

**A rectangle.** Let $u=r_1+r_2$ and $v=r_1-r_2$. Then $r_1=(u+v)/2$, $r_2=(u-v)/2$, $dr_1dr_2=\tfrac12du\,dv$ and $r_1r_2=(u^2-v^2)/4$. The element becomes

$$\frac{2\pi}{R}\cdot\frac{u^2-v^2}{4}\cdot\frac12\,du\,dv=\frac{\pi(u^2-v^2)}{4R}\,du\,dv,$$

on the rectangle $u\ge R$, $-R\le v\le R$.

For the hand example the $v$ integral is $\int_{-R}^{R}(u^2-v^2)dv=2R(u^2-R^2/3)$, so

$$\int e^{-(r_1+r_2)}d^3r=\frac{\pi}{2}\int_R^\infty e^{-u}\Big(u^2-\frac{R^2}{3}\Big)du .$$

Using $\int_R^\infty u^2e^{-u}du=e^{-R}(R^2+2R+2)$,

$$\int e^{-(r_1+r_2)}d^3r=\pi e^{-R}\Big(1+R+\frac{R^2}{3}\Big),\qquad
Q=\frac{e^{-R}}{32\pi}\Big(1+R+\frac{R^2}{3}\Big).$$

As $R\to0$, $Q\to1/(32\pi)$. Direct integration for concentric atoms agrees: $2\cdot4\pi\int_0^\infty r^2e^{-2r}dr/(64\pi^2)=1/(32\pi)$. The $1/R$ in the weight causes no divergence, because the width of the rectangle shrinks as $2R$.

The $v$ integral also shows how quadrature works here. Two-point Gauss–Legendre quadrature puts nodes at $v=\pm R/\sqrt3$ with weight $R$ each. It gives $2R(u^2-R^2/3)$, the correct value. The physical powers $5/3$ and $4/3$ do not give such polynomials, so more nodes are needed. With 48 nodes in each direction, the quadrature reproduced the closed form for $\int e^{-(r_1+r_2)}d^3r/\pi$ to better than $10^{-8}$ at $R=0.5$, 2 and 5 bohr.

## What normalization tests

For any spherical density with $N_1$ electrons, the inner integral is

$$\int_{|R-r_1|}^{R+r_1}r_2\,dr_2=\frac{(R+r_1)^2-(R-r_1)^2}{2}=2Rr_1 .$$

Consequently

$$\int\rho_1d^3r=\int_0^\infty\rho_1(r_1)\frac{2\pi r_1}{R}\,2Rr_1\,dr_1=\int_0^\infty4\pi r_1^2\rho_1\,dr_1=N_1 .$$

A wrong prefactor or a missing piece of the domain generally spoils this result, and so does poor resolution of the core. Both densities should be tested, since each probes the neighbourhood of its own nucleus.

Passing is necessary but not sufficient. Choose four small equal squares at the corners of a rectangle inside the $(r_1,r_2)$ domain, and add a constant to the weight with signs $+,-,-,+$, equal signs on a diagonal. The added part integrates to zero over $r_1$ at fixed $r_2$, and over $r_2$ at fixed $r_1$. Every atomic norm survives, yet an integral of a product such as $\rho_1\rho_2$ generally changes. The energies need a check of their own.

## The two energy densities

The overlap energies use the uniform electron gas locally. This is an approximation for atoms, whose densities vary rapidly.

**Kinetic energy.** In unit volume, with two spins per plane wave and states filled to $k_F$,

$$\rho=2\cdot\frac{4\pi k_F^3/3}{(2\pi)^3}=\frac{k_F^3}{3\pi^2},\qquad
t=2\int_0^{k_F}\frac{k^2}{2}\frac{4\pi k^2dk}{(2\pi)^3}=\frac{k_F^5}{10\pi^2}.$$

Inserting $k_F=(3\pi^2\rho)^{1/3}$ gives $t=C_F\rho^{5/3}$ with $C_F=\tfrac3{10}(3\pi^2)^{2/3}=2.8712$.

**Exchange energy.** For one spin, the density matrix between points a distance $\ell$ apart is the sum of plane waves

$$\gamma(\ell)=\frac{1}{2\pi^2\ell}\int_0^{k_F}k\sin(k\ell)\,dk=\frac{\rho}{2}\,\frac{3j_1(x)}{x},\qquad x=k_F\ell,$$

because $\int_0^x y\sin y\,dy=\sin x-x\cos x=x^2j_1(x)$. Exchange acts between equal spins, so two spins contribute:

$$e_x=-\frac12\cdot2\int\frac{\gamma^2}{\ell}4\pi\ell^2d\ell
=-\frac{9\pi\rho^2}{k_F^2}\int_0^\infty\frac{j_1^2}{x}dx .$$

From $j_0'=-j_1$ and $j_1'=j_0-2j_1/x$ follows $(j_0^2+j_1^2)'=-4j_1^2/x$. Since $j_0^2+j_1^2$ falls from 1 at the origin to 0 at infinity, the integral is $1/4$. Substituting $k_F$ gives

$$e_x=-C_X\rho^{4/3},\qquad C_X=\frac34\Big(\frac3\pi\Big)^{1/3}=0.7386 .$$

## The general method

Assume two neutral, spherical, spin-unpolarized atoms whose densities stay frozen and add. Subtracting the separate-atom energies leaves

$$T_{ov}=C_F\int[(\rho_1+\rho_2)^{5/3}-\rho_1^{5/3}-\rho_2^{5/3}]\,d^3r,$$

$$X_{ov}=-C_X\int[(\rho_1+\rho_2)^{4/3}-\rho_1^{4/3}-\rho_2^{4/3}]\,d^3r .$$

For positive $a,b$ and $p>1$,

$$(a+b)^p=a(a+b)^{p-1}+b(a+b)^{p-1}>a^p+b^p .$$

Thus $T_{ov}>0$ and $X_{ov}<0$. Crowding electrons into the same region raises their local Fermi momentum, while exchange lowers the energy.

The electrostatic energy uses the same nodes. A neutral atom 1 has potential

$$\phi_1(r)=\frac{Z_1}{r}-\frac1r\int_0^r4\pi t^2\rho_1dt-\int_r^\infty4\pi t\rho_1dt
=\int_r^\infty4\pi t^2\rho_1(t)\Big(\frac1r-\frac1t\Big)dt .$$

The second form follows because $Z_1$ minus the inner electron charge equals the outer electron charge. Nucleus 2 has charge $+Z_2$ and its electrons have charge $-1$ each, so

$$E_{es}=Z_2\phi_1(R)-\int\rho_2\phi_1(r_1)\,d^3r,\qquad V=E_{es}+T_{ov}+X_{ov}.$$

The algorithm is then:

1. Take Gauss–Legendre nodes $x_i,y_j$ with weights $w_i,w_j$ on $(-1,1)$. Set $t_i=a(1+x_i)/(1-x_i)$, $u_i=R+t_i$ and $v_j=Ry_j$, where $a$ is a length of atomic size.
2. Compute $r_1=[t_i+R(1+y_j)]/2$ and $r_2=[t_i+R(1-y_j)]/2$. Near a nucleus these forms suffer less from rounding than $(u_i\pm v_j)/2$ evaluated directly.
3. Since $du=2a\,dx/(1-x)^2$ and $dv=R\,dy$, assign the weight
$$W_{ij}=\frac{\pi r_1r_2}{R}\,\frac{2a\,w_i}{(1-x_i)^2}\,Rw_j .$$
4. Sum $W\rho_1$ and $W\rho_2$ and compare with the electron numbers.
5. Sum the overlap integrands, subtracting the atomic terms at each node. Increase the number of nodes until norms and energies settle.

The rectangle helps because its edges coincide with those of the domain, while a nuclear cusp $e^{-\kappa r_1}$ becomes $e^{-\kappa(u+v)/2}$, which is smooth in both variables. A product grid in $r_1,r_2$ with forbidden points masked out has a jump at the domain edge, for which Gauss quadrature loses its rapid convergence. It also spends nodes outside the domain.

## Carbon and silicon

The free-atom densities come from spin-restricted Kohn–Sham calculations with local exchange and no correlation. The two outer $p$ electrons are shared equally among the three $p$ orbitals to make each atom spherical. The Gaussian basis is the uncontracted $s$, $p$ and $d$ part of cc-pVTZ, without diffuse functions. The map length is $a=1.5$ bohr.

At $R=0.10$ nm, the norm errors in electrons and the error of $T_{ov}$, relative to its value with 128 nodes per direction, are:

| nodes | Si norm | C norm | $T_{ov}$ (eV) |
|---:|---:|---:|---:|
| 8 | 0.074 | 0.016 | −0.018 |
| 16 | −0.00033 | −0.0014 | 0.0011 |
| 32 | −0.000042 | 0.0000032 | −0.0000067 |

With 64 nodes the norm errors are below $10^{-6}$ electron. The masked grid, with the same 64 nodes per direction and the same map length, misses by 0.565 electron for silicon and 0.075 for carbon.

The energies were also tested by other routes. A three-dimensional atom-centred grid gave $T_{ov}=57.812$ eV and $X_{ov}=-12.073$ eV, matching the two-distance results to the digits shown. Analytic Gaussian integrals gave the same $E_{es}=-10.551$ eV. This agreement concerns the integration, not the physical accuracy of the model, nor the convergence of the atomic densities. Densities at the basis-set limit give $E_{es}=-10.12$, $T_{ov}=57.39$, $X_{ov}=-11.99$ and $V=35.28$ eV at 0.10 nm. Over the table below, $E_{es}$ rises and $T_{ov}$ falls by 0.3 to 0.6 eV, and $V$ rises by 0.06 to 0.14 eV.

The parts of the potential, in eV, are:

| $R$ (nm) | $E_{es}$ | $T_{ov}$ | $X_{ov}$ | $V$ |
|---:|---:|---:|---:|---:|
| 0.02 | 1351 | 793 | −60 | 2084 |
| 0.05 | 114 | 191 | −27 | 278 |
| 0.10 | −10.6 | 57.8 | −12.1 | 35.2 |
| 0.15 | −8.6 | 19.9 | −5.7 | 5.6 |

**Why the electrostatic term can be negative.** Average $\phi_1$ over a sphere of radius $t$ about the carbon nucleus. By Gauss's law, while $t<R$ this average rises with $t$, at the rate (silicon electrons enclosed)$/t^2$. Carbon electrons inside that range therefore feel, on average, a higher potential than their nucleus does, which lowers the energy. For $t>R$ the silicon nucleus is enclosed too and the average falls. At small $R$ much of the carbon cloud lies beyond $R$, and nuclear repulsion wins.

**The united-atom limit.** As $R\to0$ the overlap terms approach finite concentric-atom values, $T_{ov}\to2547$ eV and $X_{ov}\to-109$ eV, while $E_{es}$ grows as $Z_1Z_2/R$. The screening function $VR/(Z_1Z_2)$ therefore tends to one. It has already fallen to 0.345 at 0.02 nm and to 0.029 at 0.10 nm.

## What this means for an implanted ion

Let a 5 keV carbon ion strike a silicon atom at rest. The potential above is for two neutral atoms, so the charge of the ion is neglected. The energy available in relative motion is

$$E_{cm}=E\frac{m_{Si}}{m_{Si}+m_C}=5000\times\frac{28.085}{28.085+12.011}=3502\ \text{eV}.$$

In a head-on collision the relative motion stops where $V(R)=E_{cm}$. The full potential gives 0.0149 nm; electrostatics alone gives 0.0125 nm, which is 16% closer. For comparison, the Ziegler–Biersack–Littmark universal potential, an averaged screening function fitted to frozen-density calculations of this same kind for many pairs, and so not an independent test, gives 0.0142 nm. At fixed $R$ the present $V$ exceeds that potential by 10% at 0.02 nm and 26% at 0.10 nm, and lies 1 to 2% below it at 0.15 nm, depending on the atomic basis. The closeness at 0.15 nm is no sign of accuracy: neither potential describes chemical bonding, which can bring the energy of the pair below that of the separated atoms at that distance.

The lowest-order gradient correction to the local kinetic energy can be sized with the same coordinates. The second-order gradient expansion, taken here as given, adds $|\nabla\rho|^2/(72\rho)$ to the energy density. The vectors $\nabla r_1$ and $\nabla r_2$ are unit vectors, and the law of cosines gives their product:

$$|\nabla(\rho_1+\rho_2)|^2=\rho_1'^2+\rho_2'^2+2\rho_1'\rho_2'\frac{r_1^2+r_2^2-R^2}{2r_1r_2}.$$

After subtraction of the atomic terms this contributes −43 eV at 0.02 nm, about 2% of $V$, and −4.6 eV at 0.10 nm, about 13%. Local correlation adds −0.8 eV at 0.10 nm.

A larger discrepancy appears when the electrons may rearrange. A self-consistent closed-shell calculation for the pair, with the same local exchange and orbital kinetic energy, gives 246 eV at 0.05 nm and 19.6 eV at 0.10 nm. The frozen results are higher by 32 eV and 15.6 eV, or 13% and 79% of the self-consistent values. These reference energies are not converged in the basis: adding tight $d$, $f$ and diffuse functions lowers them to 240 eV and 18.7 eV, which raises the differences to 38 eV and 16.5 eV, or 16% and 88%. These differences combine density relaxation, the error of the local kinetic functional and any error from the finite basis; the calculation does not separate them. The reference has its own limits: it omits correlation, spin polarization and the crystal, uses a finite basis, and was not searched for lower electronic states.

Carbon is implanted into silicon at keV energies, so 5 keV is a reasonable round value, but a head-on impact is the extreme case. At the same energy, glancing collisions turn at larger separations, where the frozen model is relatively less reliable. The ion moves at about 0.14 of the Fermi speed of silicon's valence electrons, so those electrons have time to respond, contrary to the frozen assumption. How much of the discrepancy of roughly 80 to 90% at 0.10 nm comes from their rearrangement, and how much from the kinetic functional, was not determined. Spin polarization lowers the free atoms by 2.6 eV in total. Measuring from those atoms, with the pair kept unpolarized, would raise $V$ by that amount, nearly half its value at 0.15 nm. At the silicon bond length, about 0.235 nm, the model still gives a repulsion of 0.4 eV. That is negligible beside 3.5 keV, but carbon and silicon atoms form bonds, which the model leaves out, so this potential should not be used for the end of the ion's path or for annealing, where bonding decides the motion. Energy loss to electronic excitation also needs a separate treatment. The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
C_F = 2.871234, plane-wave sum 2.871249 (atomic units)
C_X = 0.738559, exchange hole 0.738540 (atomic units)
1 hartree = 27.21139 eV; 1 bohr = 0.0529177 nm
map length a = 1.5 bohr; Z(Si) = 14, Z(C) = 6
Convergence at R = 0.10 nm, n x n nodes, reference n = 128
n, norm errors Si, C (electrons); errors T_ov, X_ov (eV)
  8   7.36e-02   1.58e-02  -1.82e-02  -7.39e-03
 16  -3.32e-04  -1.35e-03   1.14e-03  -6.19e-04
 32  -4.21e-05   3.18e-06  -6.71e-06   3.83e-06
 64  -1.40e-07  -1.45e-10  -4.08e-08   4.11e-10
masked r1,r2 grid, n=64: norm errors 5.65e-01 (Si), 7.47e-02 (C) electrons
Independent checks at R = 0.10 nm (eV): two-distance, other
T_ov: 57.8121, Becke grid 57.8121
X_ov: -12.0728, Becke grid -12.0728
E_es: -10.5514, Gaussian integrals -10.5514
gradient term: -4.6479, Becke grid -4.6479
united-atom limits: T_ov 2546.90, X_ov -108.87 eV
R (nm), E_es, T_ov, X_ov, V (eV)
0.02   1351.188    792.772    -60.289   2083.670
0.05    114.155    190.772    -26.535    278.391
0.10    -10.551     57.812    -12.073     35.188
0.15     -8.604     19.851     -5.696      5.550
R (nm), screening function V R/(Z1 Z2), universal potential (eV)
0.02 0.34453 1895.592
0.05 0.11508 236.786
0.10 0.02909 27.914
0.15 0.00688 5.661
Neglected: R (nm), kinetic gradient term, correlation (eV)
0.02   -42.881    -1.971
0.05   -16.174    -1.332
0.10    -4.648    -0.804
0.15    -2.011    -0.464
R (nm), self-consistent V, self-consistent minus frozen V (eV)
0.05 246.319 -32.072
0.10 19.612 -15.576
spin-polarization energy: Si 1.019, C 1.605 eV
ion energy 5.0 keV; centre-of-mass energy 3502.2 eV
masses: C 12.011 u, Si 28.085 u
closest approach: full V 0.014934 nm
closest approach: electrostatic only 0.012548 nm
closest approach: universal potential 0.014227 nm
ion speed / Si valence Fermi speed = 0.1354
(Z alpha)^2 for Si = 0.01044
rough lattice constant 0.543 nm; bond length 0.2351 nm
frozen pair energy at bond length = 0.419 eV
```
